# Comment on reading a band offset from two bulk plane-wave runs: test program

```python
"""
Result under test: the valence-band offset between crystals A and B is
    offset = (Ev - Vbar)_B - (Ev - Vbar)_A + (Vbar_B - Vbar_A)_interface,
whereas Ev_B - Ev_A from two bulk runs depends on the G=0 convention.
Ev: valence-band maximum; Vbar: cell-averaged electrostatic potential energy
of an electron. Hartree atomic units throughout.
Model: Gaussian ion planes, period a, area S, charge Z per area S, width sigma.
Each orbital along z holds two electrons per area S; in-plane motion is frozen.
The potential contains Hartree and local-density exchange, but no correlation.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.signal import resample
from scipy.special import erf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a, S, Z = 5.0, 12.0, 2.0
sigma = {"A": 0.5, "B": 0.9}
M = 32                       # grid points per cell, at cell-symmetric midpoints
h = a / M
K_MAX = 6.5                  # plane-wave cutoff for |k+G|


def hamiltonian(v, length, k):
    """Plane-wave Hamiltonian and the integer labels of its basis."""
    limit = int(K_MAX * length / (2 * np.pi)) + 2
    p = np.arange(-limit, limit + 1)
    p = p[np.abs(k + 2 * np.pi * p / length) < K_MAX]
    vg = np.fft.fft(v) / len(v)
    matrix = vg[(p[:, None] - p[None, :]) % len(v)]
    matrix = matrix + np.diag(0.5 * (k + 2 * np.pi * p / length) ** 2)
    return matrix, p


def self_consistent(charges, widths, nk):
    """Solve a periodic row of cells with one ion plane at each cell centre."""
    ncell = len(charges)
    length, npts = ncell * a, ncell * M
    g = 2 * np.pi * np.fft.fftfreq(npts, h)
    ion_g = np.zeros(npts, complex)
    start_g = np.zeros(npts, complex)
    for j in range(ncell):
        phase = np.exp(-1j * g * ((j + 0.5) * a - 0.5 * h))
        ion_g += charges[j] * phase * np.exp(-0.5 * (g * widths[j]) ** 2)
        start_g += charges[j] * phase * np.exp(-0.5 * (g * 1.3) ** 2)
    ion_g /= S * length
    start_g /= S * length

    def potentials(density):
        difference = np.fft.fft(density) / npts - ion_g
        vg = np.zeros(npts, complex)
        vg[1:] = 4 * np.pi * difference[1:] / g[1:] ** 2
        electrostatic = np.fft.ifft(vg).real * npts
        exchange = -np.cbrt(3 * density / np.pi)
        return electrostatic, electrostatic + exchange

    v = potentials(np.fft.ifft(start_g).real * npts)[1]
    kpoints = (np.arange(nk) + 0.5) * np.pi / (length * nk)
    old_v, old_r = [], []
    converged = False
    for _ in range(250):
        density = np.zeros(npts)
        levels = []
        for k in kpoints:
            matrix, p = hamiltonian(v, length, k)
            energy, vectors = eigh(matrix, subset_by_index=[0, ncell])
            coefficients = np.zeros((npts, ncell), complex)
            coefficients[p % npts] = vectors[:, :ncell]
            orbitals = np.fft.ifft(coefficients, axis=0) * npts
            density += 2 * np.sum(np.abs(orbitals) ** 2, axis=1) / (length * S * nk)
            levels.append(energy)
        electrostatic, new_v = potentials(density)
        residual = new_v - v
        if np.max(np.abs(residual)) < 1e-8:
            converged = True
            break
        old_v.append(v.copy())
        old_r.append(residual.copy())
        old_v, old_r = old_v[-8:], old_r[-8:]
        step = 0.25 * residual
        if len(old_v) > 1:
            dv = np.diff(np.array(old_v), axis=0).T
            dr = np.diff(np.array(old_r), axis=0).T
            weights = np.linalg.lstsq(dr, residual, rcond=1e-10)[0]
            step = step - (dv + 0.25 * dr) @ weights
        v = v + step
    assert converged, "self-consistency not reached"
    return {"v": v, "es": electrostatic, "levels": np.array(levels),
            "rho": density - np.fft.ifft(ion_g).real * npts}


# Bulk runs: the electrostatic average is set to zero in each.
bulk, ev, ec, alpha_shift = {}, {}, {}, {}
for name in "AB":
    bulk[name] = self_consistent([Z], [sigma[name]], 16)
    matrix, _ = hamiltonian(bulk[name]["v"], a, np.pi / a)
    ev[name], ec[name] = eigh(matrix, eigvals_only=True)[:2]
    assert ev[name] >= bulk[name]["levels"][:, 0].max()
    assert ec[name] <= bulk[name]["levels"][:, 1].min()
    s = sigma[name]
    alpha_shift[name] = 2 * np.pi * Z * s**2 / (S * a)

    def non_coulomb(z):
        smooth = z * erf(z / (np.sqrt(2) * s))
        smooth += s * np.sqrt(2 / np.pi) * np.exp(-z**2 / (2 * s**2))
        return 2 * np.pi * Z / S * (smooth - z)

    integral = 2 * quad(non_coulomb, 0, 12 * s)[0] / a
    assert abs(integral - alpha_shift[name]) < 1e-8
naive = ev["B"] - ev["A"]
naive_alpha = naive + alpha_shift["B"] - alpha_shift["A"]

# Frozen finite crystals: same bulk density, two neutral dipole-free cuts.
cut_average = {}
z_cell = (np.arange(M) + 0.5) * h - a / 2
for name in "AB":
    for cut, shift in (("between planes", 0), ("through planes", M // 2)):
        rho = np.roll(bulk[name]["rho"], shift)
        formula = -2 * np.pi / a * h * np.sum(z_cell**2 * rho)
        z = np.arange(7 * M) * h
        middle = z[3 * M:4 * M]
        kernel = -2 * np.pi * np.abs(middle[:, None] - z[None, :])
        direct = np.mean(kernel @ np.tile(rho, 7)) * h
        assert abs(direct - formula) < 1e-6
        cut_average[name, cut] = direct
    assert abs(cut_average[name, "between planes"]
               - cut_average[name, "through planes"]) > 0.01


def interface_run(n, transfer):
    """n cells of A and n of B; move ion charge from A to B at each interface."""
    charges = np.full(2 * n, Z)
    charges[[0, n - 1]] -= transfer
    charges[[n, 2 * n - 1]] += transfer
    run = self_consistent(charges, [sigma["A"]] * n + [sigma["B"]] * n, 1)
    cells = {"A": n // 2, "B": n + n // 2}
    average = {x: run["es"][c * M:(c + 1) * M].mean() for x, c in cells.items()}
    return run, cells, average, average["B"] - average["A"]


def edges_from_long_junction(run, n):
    """Read edges from states reaching the outer parts of a long A|B junction."""
    fine = 3 * M
    v = np.roll(resample(run["v"], 3 * len(run["v"])), 1).reshape(2 * n, fine)
    ca, cb, extra = n // 2, n + n // 2, 45
    rows = np.vstack([np.tile(v[ca], (extra, 1)), v[ca:cb + 1],
                      np.tile(v[cb], (extra, 1))])
    potential = rows.ravel()
    spacing = a / fine
    midgap = run["levels"][0, 2 * n - 1:2 * n + 1].mean()
    energy, states = eigh_tridiagonal(
        potential + 1 / spacing**2,
        np.full(len(potential) - 1, -0.5 / spacing**2),
        select="v", select_range=(potential.min() - 1, midgap))
    weight = states**2
    outer = 25 * fine
    in_a = weight[:outer].sum(axis=0) > 0.05
    in_b = weight[-outer:].sum(axis=0) > 0.05
    return energy[in_a].max(), energy[in_b].max()


n_layer, q = 9, 0.03
results = {}
for transfer in (-q, 0.0, q):
    run, cells, average, lineup = interface_run(n_layer, transfer)
    gap = run["levels"][0, 2 * n_layer] - run["levels"][0, 2 * n_layer - 1]
    assert gap > 0.02
    deviation = 0.0
    for name, cell in cells.items():
        piece = run["v"][cell * M:(cell + 1) * M] - average[name]
        deviation = max(deviation, np.max(np.abs(piece - bulk[name]["v"])))
    assert deviation < 2e-3
    starts = np.arange(cells["A"] * M, cells["B"] * M + 1)
    rho_bar = np.array([run["rho"][i:i + M].mean() for i in starts])
    position = (starts - starts.mean()) * h
    dipole_step = 4 * np.pi * trapezoid(position * rho_bar, dx=h)
    assert abs(dipole_step - lineup) < 2e-5
    offset = naive + lineup
    edge_a, edge_b = edges_from_long_junction(run, n_layer)
    assert abs((edge_b - edge_a) - offset) < 2e-3   # finite length and grid
    results[transfer] = (lineup, dipole_step, offset, edge_b - edge_a,
                         deviation, gap)

lineup_short = interface_run(7, 0.0)[3]
assert abs(lineup_short - results[0.0][0]) < 1e-3
change_plus = results[q][0] - results[0.0][0]
change_minus = results[-q][0] - results[0.0][0]
assert change_plus < 0 < change_minus
assert change_minus - change_plus > 0.01
bare_step = -4 * np.pi * q * a / S
assert abs(change_plus) < abs(bare_step)

print(f"Period a = {a:.2f} bohr; area S = {S:.2f} bohr^2; ion charge Z = {Z:.1f} e")
print(f"Ion widths: A {sigma['A']:.2f}, B {sigma['B']:.2f} bohr")
print(f"Plane-wave cutoff |k+G| = {K_MAX:.2f} bohr^-1; grid = {M} points/cell")
for name in "AB":
    print(f"Bulk {name}: Ev with Vbar=0 = {ev[name]:.5f} hartree")
    print(f"Bulk {name}: band gap = {ec[name] - ev[name]:.5f} hartree")
    print(f"Bulk {name}: mean exchange potential = {bulk[name]['v'].mean():.5f} hartree")
    print(f"Bulk {name}: ion constant alpha/Omega = {alpha_shift[name]:.5f} hartree")
    print(f"Bulk {name}: Ev with ion constant kept = {ev[name] + alpha_shift[name]:.5f} hartree")
    for cut in ("between planes", "through planes"):
        print(f"Frozen {name}, cut {cut}: Vbar-Vvac = {cut_average[name, cut]:.5f} hartree")
print(f"Naive Ev(B)-Ev(A), Vbar=0 = {naive:.5f} hartree = {naive * HARTREE_EV:.3f} eV")
print(f"Naive Ev(B)-Ev(A), ion constants kept = {naive_alpha:.5f} hartree"
      f" = {naive_alpha * HARTREE_EV:.3f} eV")
print(f"Superlattice: {n_layer} cells of A and {n_layer} cells of B")
for transfer, label in ((-q, "B to A"), (0.0, "abrupt"), (q, "A to B")):
    lineup, dipole, offset, direct, deviation, gap = results[transfer]
    print(f"Interface {label}: ion charge moved = {abs(transfer):.3f} e per area S")
    print(f"  Vbar(B)-Vbar(A) = {lineup:.5f} hartree; from dipole = {dipole:.5f} hartree")
    print(f"  valence offset B-A = {offset:.5f} hartree = {offset * HARTREE_EV:.3f} eV")
    print(f"  offset read from long junction = {direct:.5f} hartree")
    print(f"  largest mid-layer deviation from bulk potential = {deviation:.1e} hartree")
    print(f"  superlattice gap = {gap:.5f} hartree")
print(f"Abrupt lineup with 7+7 cells = {lineup_short:.5f} hartree")
print(f"Bare step for A-to-B charge transfer = {bare_step:.5f} hartree")
print(f"Self-consistent lineup change, A to B = {change_plus:.5f} hartree")
print(f"Self-consistent lineup change, B to A = {change_minus:.5f} hartree")
print(f"Bare/self-consistent step, A to B = {bare_step / change_plus:.2f} (no unit)")
print("all tests passed")
```

Output:

```
Period a = 5.00 bohr; area S = 12.00 bohr^2; ion charge Z = 2.0 e
Ion widths: A 0.50, B 0.90 bohr
Plane-wave cutoff |k+G| = 6.50 bohr^-1; grid = 32 points/cell
Bulk A: Ev with Vbar=0 = -0.27117 hartree
Bulk A: band gap = 0.30686 hartree
Bulk A: mean exchange potential = -0.30061 hartree
Bulk A: ion constant alpha/Omega = 0.05236 hartree
Bulk A: Ev with ion constant kept = -0.21881 hartree
Frozen A, cut between planes: Vbar-Vvac = -0.15680 hartree
Frozen A, cut through planes: Vbar-Vvac = 0.25747 hartree
Bulk B: Ev with Vbar=0 = -0.20655 hartree
Bulk B: band gap = 0.17973 hartree
Bulk B: mean exchange potential = -0.30896 hartree
Bulk B: ion constant alpha/Omega = 0.16965 hartree
Bulk B: Ev with ion constant kept = -0.03690 hartree
Frozen B, cut between planes: Vbar-Vvac = -0.10248 hartree
Frozen B, cut through planes: Vbar-Vvac = 0.11467 hartree
Naive Ev(B)-Ev(A), Vbar=0 = 0.06462 hartree = 1.758 eV
Naive Ev(B)-Ev(A), ion constants kept = 0.18190 hartree = 4.950 eV
Superlattice: 9 cells of A and 9 cells of B
Interface B to A: ion charge moved = 0.030 e per area S
  Vbar(B)-Vbar(A) = 0.05826 hartree; from dipole = 0.05826 hartree
  valence offset B-A = 0.12288 hartree = 3.344 eV
  offset read from long junction = 0.12285 hartree
  largest mid-layer deviation from bulk potential = 4.9e-07 hartree
  superlattice gap = 0.18707 hartree
Interface abrupt: ion charge moved = 0.000 e per area S
  Vbar(B)-Vbar(A) = 0.02764 hartree; from dipole = 0.02764 hartree
  valence offset B-A = 0.09226 hartree = 2.510 eV
  offset read from long junction = 0.09223 hartree
  largest mid-layer deviation from bulk potential = 1.1e-06 hartree
  superlattice gap = 0.19097 hartree
Interface A to B: ion charge moved = 0.030 e per area S
  Vbar(B)-Vbar(A) = -0.00398 hartree; from dipole = -0.00398 hartree
  valence offset B-A = 0.06063 hartree = 1.650 eV
  offset read from long junction = 0.06060 hartree
  largest mid-layer deviation from bulk potential = 1.5e-06 hartree
  superlattice gap = 0.19204 hartree
Abrupt lineup with 7+7 cells = 0.02764 hartree
Bare step for A-to-B charge transfer = -0.15708 hartree
Self-consistent lineup change, A to B = -0.03163 hartree
Self-consistent lineup change, B to A = 0.03062 hartree
Bare/self-consistent step, A to B = 4.97 (no unit)
all tests passed
```
